# Tracing and testing the Bergman-Milton permittivity lens at known volume fraction: a numerical check

```python
"""Bergman-Milton lens for a two-phase composite at known volume fraction.

Result under test: with s = eps2/(eps2-eps1), Im s > 0, every diagonal element
eps of the effective permittivity lies between the arcs (0 <= L <= 1)
    1 - eps/eps2 = f1/(s - f2*L)         (single pole)
    1 - eps1/eps = f2/(s - f1*(1-L))     (dual single pole)
and every point between them is attained by a laminate.
eps1, f1: solid skeleton; eps2, f2: empty pores. Time factor exp(-i w t).
Permittivities are relative; lengths in nm; photon energies in eV.
"""
import numpy as np
from scipy.constants import h, c, e as charge, hbar, m_e
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

rng = np.random.default_rng(7)
X, Y_AXIS, Z = np.eye(3)

# Rough round parameters in the regime of a porous organosilicate film
photon = 10.0
center, width, strength, background = 10.5, 2.0, 60.0, 1.5
porosity, pore_radius = 0.30, 1.0
wavelength = h * c / (photon * charge) * 1e9


def skeleton(resonance=center, scale=1.0):
    return background + scale * strength / (
        resonance**2 - photon**2 - 1j * photon * width)


eps1, eps2 = skeleton(), 1.0 + 0.0j
f2 = porosity
f1 = 1 - f2
s = eps2 / (eps2 - eps1)
assert s.imag > 0


def pole_arc(L):
    return eps2 * (1 - f1 / (s - f2 * L))


def dual_arc(L):
    return eps1 / (1 - f2 / (s - f1 * (1 - L)))


def pole_positions(eps, frac1):
    """Apparent pole positions; both have Im <= 0 inside the lens."""
    return (s - frac1 / (1 - eps / eps2),
            s - (1 - frac1) / (1 - eps1 / eps))


arith = f1 * eps1 + f2 * eps2
harm = 1 / (f1 / eps1 + f2 / eps2)
for arc in (pole_arc, dual_arc):
    assert abs(arc(0) - arith) < 1e-12 and abs(arc(1) - harm) < 1e-12

# Traced boundary as a counter-clockwise polygon
grid = np.linspace(0, 1, 401)
polygon = np.concatenate([pole_arc(grid[:-1]), dual_arc(grid[::-1][:-1])])
area = 0.5 * np.sum((polygon.conj() * np.roll(polygon, -1)).imag)
if area < 0:
    polygon, area = polygon[::-1], -area
edges = np.roll(polygon, -1) - polygon
assert np.all((edges.conj() * np.roll(edges, -1)).imag > 0)  # convex


def signed_distance(points):
    """Smallest signed distance to the edge lines; positive inside."""
    best = np.full(len(points), np.inf)
    for corner, edge in zip(polygon, edges):
        best = np.minimum(best, (np.conj(edge) * (points - corner)).imag
                          / abs(edge))
    return best


# Three membership criteria must agree on arbitrary points of the plane
lo_r, hi_r = polygon.real.min() - 0.3, polygon.real.max() + 0.3
lo_i, hi_i = polygon.imag.min() - 0.3, polygon.imag.max() + 0.3
trial = rng.uniform(lo_r, hi_r, 4000) + 1j * rng.uniform(lo_i, hi_i, 4000)
dist = signed_distance(trial)
keep = abs(dist) > 1e-4
trial, dist = trial[keep], dist[keep]
w1, w2 = pole_positions(trial, f1)
by_poles = (w1.imag <= 0) & (w2.imag <= 0)
y_par = f1 * f2 * (eps1 - eps2)**2 / (arith - trial) - (f2 * eps1 + f1 * eps2)
coef1 = (y_par * np.conj(eps2)).imag / (eps1 * np.conj(eps2)).imag
coef2 = (y_par * np.conj(eps1)).imag / (eps2 * np.conj(eps1)).imag
by_wedge = (coef1 >= 0) & (coef2 >= 0)
assert np.array_equal(by_poles, dist > 0)
assert np.array_equal(by_wedge, dist > 0)
assert 100 < by_poles.sum() < len(trial) - 100

# Pixel medium: direct field solution against both spectral sums
n = 9
xs, ys = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
solid = (rng.random(n * n) < 0.6).astype(float)
columns = []
for kx in range(-(n // 2), n // 2 + 1):
    for ky in range(-(n // 2), n // 2 + 1):
        if kx or ky:
            wave = np.exp(2j * np.pi * (kx * xs + ky * ys) / n).ravel() / n
            columns.append(np.concatenate([kx * wave, ky * wave])
                           / np.hypot(kx, ky))
gradients = np.array(columns).T
mean_x = np.concatenate([np.ones(n * n), np.zeros(n * n)]) / n
mean_y = np.roll(mean_x, n * n)
chi = np.tile(solid, 2)
eps_pixels = np.where(chi > 0, eps1, eps2)
stiff = gradients.conj().T @ (eps_pixels[:, None] * gradients)
potential = np.linalg.solve(stiff, -gradients.conj().T @ (eps_pixels * mean_x))
flux = eps_pixels * (mean_x + gradients @ potential)
eps_pixel, eps_cross = mean_x @ flux, mean_y @ flux
assert abs(eps_cross) > 1e-4  # x is not a principal axis here
gamma = gradients @ gradients.conj().T
gamma_dual = np.eye(2 * n * n) - np.outer(mean_x, mean_x) - gamma
pixel_f1 = solid.mean()


def spectral_sum(projector, indicator):
    operator = indicator[:, None] * projector * indicator[None, :]
    poles, vectors = np.linalg.eigh(operator)
    weights = abs(vectors.conj().T @ (indicator * mean_x))**2
    assert poles.min() > -1e-10 and poles.max() < 1 + 1e-10
    return np.sum(weights / (s - poles)), weights.sum()


F_sum, F_mass = spectral_sum(gamma, chi)
G_sum, G_mass = spectral_sum(gamma_dual, 1 - chi)
assert abs(F_sum - (1 - eps_pixel / eps2)) < 1e-9
assert abs(G_sum - (1 - eps1 / eps_pixel)) < 1e-9
assert abs(F_mass - pixel_f1) < 1e-10 and abs(G_mass - 1 + pixel_f1) < 1e-10
pixel_poles = pole_positions(eps_pixel, pixel_f1)
assert max(p.imag for p in pixel_poles) < -1e-6


def laminate(A, B, part_a, normal):
    part_b, D = 1 - part_a, A - B
    denom = normal @ (part_b * A + part_a * B) @ normal
    return (part_a * A + part_b * B
            - part_a * part_b * np.outer(D @ normal, normal @ D) / denom)


def random_normal():
    v = rng.normal(size=3)
    return v / np.linalg.norm(v)


# Lamination formula against a direct solution of the interface conditions
for _ in range(5):
    tensors = []
    for _ in range(2):
        re, im = rng.normal(size=(2, 3, 3))
        tensors.append(re @ re.T + np.eye(3) + 1j * (im @ im.T))
    A, B = tensors
    normal, part = random_normal(), rng.uniform(0.2, 0.8)
    t1 = np.cross(normal, random_normal())
    t2 = np.cross(normal, t1)
    system = np.zeros((6, 6), complex)
    system[:3, :3], system[:3, 3:] = part * np.eye(3), (1 - part) * np.eye(3)
    system[3], system[4] = np.r_[t1, -t1], np.r_[t2, -t2]
    system[5] = np.r_[normal @ A, -(normal @ B)]
    fields = np.linalg.solve(system, np.vstack([np.eye(3), np.zeros((3, 3))]))
    direct = part * A @ fields[:3] + (1 - part) * B @ fields[3:]
    assert np.allclose(direct, laminate(A, B, part, normal), atol=1e-9)

SOLID, PORE = eps1 * np.eye(3), eps2 * np.eye(3)


def coated(core, coat, core_part, L):
    """Core laminated with coat along x, then again along y."""
    first = 1 - (1 - core_part) * L
    inner = laminate(core, coat, first, X)
    return laminate(inner, coat, core_part / first, Y_AXIS)


for L in np.linspace(0, 1, 11):
    assert abs(coated(SOLID, PORE, f1, L)[0, 0] - pole_arc(L)) < 1e-10
    assert abs(coated(PORE, SOLID, f2, L)[0, 0] - dual_arc(L)) < 1e-10


def design(target):
    """Laminate whose xx element equals an interior target."""
    side = ((target - arith) / (harm - arith)).imag
    use_pole = side * ((pole_arc(0.5) - arith) / (harm - arith)).imag > 0
    arc = pole_arc if use_pole else dual_arc
    L = brentq(lambda q: ((arc(q) - arith) / (target - arith)).imag,
               1e-6, 1, xtol=1e-14)
    part = abs(target - arith) / abs(arc(L) - arith)
    partner = (coated(SOLID, PORE, f1, L) if use_pole
               else coated(PORE, SOLID, f2, L))
    plain = coated(SOLID, PORE, f1, 0.0)
    made = laminate(partner, plain, part, Z)[0, 0]
    return made, L, part, "single-pole" if use_pole else "dual"


targets = [0.3 * arith + 0.3 * harm + 0.4 * pole_arc(0.4),
           0.3 * arith + 0.3 * harm + 0.4 * dual_arc(0.4),
           0.1 * arith + 0.6 * harm + 0.3 * dual_arc(0.7)]
designs = [design(t) for t in targets]
for t, d in zip(targets, designs):
    assert abs(d[0] - t) < 1e-9 and 0 < d[2] < 1


def random_tree(fraction, depth):
    """Hierarchical laminate; returns tensor and accumulated solid volume."""
    if fraction < 1e-12:
        return PORE, 0.0
    if fraction > 1 - 1e-12:
        return SOLID, 1.0
    normal = np.eye(3)[rng.integers(3)] if rng.random() < 0.5 \
        else random_normal()
    if depth == 1:
        return laminate(SOLID, PORE, fraction, normal), fraction
    part = rng.uniform(0.1, 0.9)
    low = max(0.0, (fraction - 1 + part) / part)
    high = min(1.0, fraction / part)
    pick = rng.random()
    fa = low if pick < 0.25 else high if pick < 0.5 else rng.uniform(low, high)
    fb = min(1.0, max(0.0, (fraction - part * fa) / (1 - part)))
    A, va = random_tree(fa, depth - 1)
    B, vb = random_tree(fb, depth - 1)
    return laminate(A, B, part, normal), part * va + (1 - part) * vb


def sample(fraction, trees):
    values = []
    for _ in range(trees):
        tensor, volume = random_tree(fraction, int(rng.integers(1, 7)))
        assert abs(volume - fraction) < 1e-10
        for direction in (X, random_normal(), random_normal()):
            values.append(direction @ tensor @ direction)
    return np.array(values)


n_trees = 2000
cloud = sample(f1, n_trees)
cloud_dist = signed_distance(cloud)
cloud_w = np.array(pole_positions(cloud, f1))
assert cloud_w.imag.max() < 1e-10
assert cloud_dist.min() > -2e-5  # chord error of the traced polygon
wrong_f1 = f1 - 0.10
control = sample(wrong_f1, 300)
outside = int(np.sum(signed_distance(control) < -1e-3))
assert outside > 0


def absorption_length(eps):
    return wavelength / (4 * np.pi * np.sqrt(eps).imag)


lengths = absorption_length(polygon)
i_min, i_max = lengths.argmin(), lengths.argmax()
cloud_lengths = absorption_length(cloud)
assert cloud_lengths.min() > lengths[i_min] * (1 - 1e-4)
assert cloud_lengths.max() < lengths[i_max] * (1 + 1e-4)


# Neglected effects, sized for spherical pores
def spheres(host, inclusion, part, factor=1.0):
    beta = factor * (inclusion - host) / (inclusion + 2 * host)
    return host * (1 + 2 * part * beta) / (1 - part * beta)


def retardation_factor(radius):
    """Mie electric-dipole coefficient divided by its static limit."""
    x = 2 * np.pi * np.sqrt(eps1) * radius / wavelength
    m = np.sqrt(eps2 / eps1)

    def psi(z):
        j, dj = spherical_jn(1, z), spherical_jn(1, z, derivative=True)
        return z * j, j + z * dj
    p, dp = psi(x)
    q, dq = psi(m * x)
    y1, dy1 = spherical_yn(1, x), spherical_yn(1, x, derivative=True)
    xi, dxi = p + 1j * x * y1, dp + 1j * (y1 + x * dy1)
    a1 = (m * q * dp - p * dq) / (m * q * dxi - xi * dq)
    return a1 / (-2j * x**3 / 3 * (m**2 - 1) / (m**2 + 2))


small = abs(retardation_factor(0.10) - 1), abs(retardation_factor(0.05) - 1)
assert small[0] < 1e-3 and abs(small[0] / small[1] - 4) < 0.08

eps_sphere = spheres(eps1, eps2, f2)
assert abs(eps_sphere - dual_arc(1 / 3)) < 1e-12
base = absorption_length(eps_sphere)
layer, layer_scale = 0.3, 0.8
core_share = (pore_radius / (pore_radius + layer))**3
assert f2 / core_share < 1
coated_pore = spheres(skeleton(scale=layer_scale), eps2, core_share)
porosity_error, thermal_shift = 0.02, -0.10
wall, exciton_mass = 1.0, 4.0
confinement = (hbar * np.pi / (wall * 1e-9))**2 / (
    2 * exciton_mass * m_e) / charge
effects = {
    "retardation": spheres(eps1, eps2, f2, retardation_factor(pore_radius)),
    "modified wall layer": spheres(eps1, coated_pore, f2 / core_share),
    "porosity error": spheres(eps1, eps2, f2 + porosity_error),
    "thermal shift": spheres(skeleton(center + thermal_shift), eps2, f2),
    "exciton confinement": spheres(skeleton(center + confinement), eps2, f2),
}


def show(label, value, unit="(relative)"):
    if isinstance(value, (complex, np.complexfloating)):
        text = f"{value.real:.4f} {value.imag:+.4f}i"
    elif isinstance(value, (int, np.integer)):
        text = str(value)
    else:
        text = f"{value:.4g}"
    print(f"{label}: {text} {unit}")


show("photon energy", photon, "eV")
show("vacuum wavelength", wavelength, "nm")
print(f"oscillator: centre {center} eV, width {width} eV, "
      f"strength {strength} eV^2, background {background}")
show("skeleton permittivity eps1", eps1)
show("pore permittivity eps2", eps2)
print(f"solid fraction f1 {f1:.2f}, porosity f2 {f2:.2f}")
show("spectral variable s", s, "(no unit)")
show("arithmetic mean, L=0", arith)
show("harmonic mean, L=1", harm)
for L in (0.25, 0.5, 0.75):
    show(f"single-pole arc L={L}, pole {f2 * L:.3f}", pole_arc(L))
    show(f"dual arc L={L}, pole {f1 * (1 - L):.3f}", dual_arc(L))
show("area of lens", area, "(relative permittivity squared)")
show("pixel medium solid fraction", pixel_f1, "(no unit)")
show("pixel medium eps_xx", eps_pixel)
show("pixel medium eps_yx", eps_cross)
show("pixel apparent pole", pixel_poles[0], "(no unit)")
show("pixel apparent dual pole", pixel_poles[1], "(no unit)")
show("random laminate trees", n_trees, "trees")
show("values tested", len(cloud), "values")
show("values inside lens", int(np.sum(cloud_dist > -2e-5)), "values")
show("values within 0.01 of boundary", int(np.sum(cloud_dist < 0.01)), "values")
show("largest distance from boundary", cloud_dist.max())
show("control solid fraction", wrong_f1, "(no unit)")
print(f"control values outside lens: {outside} of {len(control)}")
show("design target", targets[1])
show("design obtained", designs[1][0])
print(f"design partner: {designs[1][3]} arc, L {designs[1][1]:.4f}, "
      f"share {designs[1][2]:.4f}")
show("shortest absorption length", lengths[i_min], "nm")
show("  at permittivity", polygon[i_min])
show("longest absorption length", lengths[i_max], "nm")
show("  at permittivity", polygon[i_max])
print(f"laminate absorption lengths: {cloud_lengths.min():.2f} to "
      f"{cloud_lengths.max():.2f} nm")
show("spherical-pore permittivity", eps_sphere)
show("spherical-pore absorption length", base, "nm")
print(f"pore radius {pore_radius} nm, wall layer {layer} nm, "
      f"layer oscillator strength x {layer_scale}")
print(f"porosity error {porosity_error}, thermal shift {thermal_shift} eV")
print(f"wall {wall} nm, exciton mass {exciton_mass} m_e, "
      f"confinement shift {confinement:.3f} eV")
for name, value in effects.items():
    change = 100 * (absorption_length(value) / base - 1)
    print(f"length change, {name}: {change:+.2f} %")
print("all assertions hold")
```

It prints:

```
photon energy: 10 eV
vacuum wavelength: 124 nm
oscillator: centre 10.5 eV, width 2.0 eV, strength 60.0 eV^2, background 1.5
skeleton permittivity eps1: 2.7177 +2.3759i (relative)
pore permittivity eps2: 1.0000 +0.0000i (relative)
solid fraction f1 0.70, porosity f2 0.30
spectral variable s: -0.1998 +0.2764i (no unit)
arithmetic mean, L=0: 2.2024 +1.6632i (relative)
harmonic mean, L=1: 2.0725 +0.5931i (relative)
single-pole arc L=0.25, pole 0.075: 2.2662 +1.2735i (relative)
dual arc L=0.25, pole 0.525: 2.1509 +1.5276i (relative)
single-pole arc L=0.5, pole 0.150: 2.2319 +0.9733i (relative)
dual arc L=0.5, pole 0.350: 2.0968 +1.3353i (relative)
single-pole arc L=0.75, pole 0.225: 2.1576 +0.7532i (relative)
dual arc L=0.75, pole 0.175: 2.0536 +1.0477i (relative)
area of lens: 0.1419 (relative permittivity squared)
pixel medium solid fraction: 0.6543 (no unit)
pixel medium eps_xx: 2.0558 +1.0852i (relative)
pixel medium eps_yx: 0.0021 -0.0245i (relative)
pixel apparent pole: 0.1015 -0.0333i (no unit)
pixel apparent dual pole: 0.2539 -0.0415i (no unit)
random laminate trees: 2000 trees
values tested: 6000 values
values inside lens: 6000 values
values within 0.01 of boundary: 1120 values
largest distance from boundary: 0.09779 (relative)
control solid fraction: 0.6 (no unit)
control values outside lens: 889 of 900
design target: 2.1298 +1.2452i (relative)
design obtained: 2.1298 +1.2452i (relative)
design partner: dual arc, L 0.9048, share 0.4800
shortest absorption length: 18.69 nm
  at permittivity: 2.2024 +1.6632i (relative)
longest absorption length: 48.37 nm
  at permittivity: 2.0725 +0.5931i (relative)
laminate absorption lengths: 18.69 to 48.37 nm
spherical-pore permittivity: 2.1329 +1.4712i (relative)
spherical-pore absorption length: 20.61 nm
pore radius 1.0 nm, wall layer 0.3 nm, layer oscillator strength x 0.8
porosity error 0.02, thermal shift -0.1 eV
wall 1.0 nm, exciton mass 4.0 m_e, confinement shift 0.094 eV
length change, retardation: -0.28 %
length change, modified wall layer: +9.07 %
length change, porosity error: +2.67 %
length change, thermal shift: -8.70 %
length change, exciton confinement: +9.54 %
all assertions hold
```
